# The Force from a Nonlinear Core Correction, Questioned Step by Step: test program

```python
"""Force on an ion from the nonlinear core correction.

Result under test, in Hartree atomic units:
    F_core(I) = integral v_xc(r) grad n_core_I(r - R_I) dr
              = sum_G i G conj(v_xc(G)) formfactor_I(|G|) exp(-i G.R_I)
v_xc is the exchange-correlation potential at valence + model core density,
R_I the ion position, G a reciprocal vector of the periodic cubic cell, and
f(r) = sum_G f(G) exp(i G.r). The form factor is the Fourier integral of the
model core density of one ion. The force is minus the energy derivative.
The electronic energy below leaves out the ion-ion energy, which is an
explicit function of the positions and does not involve the electrons.
"""
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf.dft import libxc

# ---------------------------------------------------------------- cell, grid
side, npts, cutoff = 10.0, 33, 3.0
volume = side**3
dvol = volume / npts**3
unit_g = 2 * np.pi / side
freq = np.rint(np.fft.fftfreq(npts, 1.0 / npts))
G = unit_g * np.array(np.meshgrid(freq, freq, freq, indexing="ij"))
G2 = (G**2).sum(axis=0)
coulomb = np.zeros_like(G2)
coulomb[G2 > 0] = 4 * np.pi / G2[G2 > 0]

# plane-wave basis for the valence orbital
basis = G2 / 2 <= cutoff
Gb = G[:, basis]
kinetic = G2[basis] / 2
label = np.rint(Gb / unit_g).astype(int)
d0, d1, d2 = (label[:, :, None] - label[:, None, :]) % npts


def to_g(f):
    return np.fft.fftn(f) / npts**3


def to_r(f):
    return np.fft.ifftn(f).real * npts**3


def gradient(f):
    fg = to_g(f)
    return np.array([to_r(1j * G[a] * fg) for a in range(3)])


# ---------------------------------------------------------------- model ions
# charge Z and radius rl: local potential -Z erf(r/rl)/r
# strength and width: separable nonlocal term with a normalized Gaussian
# amp and expo: model core density amp*exp(-expo*r^2)
ions = [
    dict(name="A", Z=1.0, rl=1.2, strength=0.4, width=1.0, amp=0.3, expo=1.0),
    dict(name="B", Z=1.0, rl=1.5, strength=0.2, width=1.0, amp=0.1, expo=0.8),
]
positions = np.array([[3.0, 4.0, 5.0], [6.0, 6.0, 6.0]])

# form factors by radial quadrature, one value for each length of G
shells, which = np.unique(np.rint(G2 / unit_g**2), return_inverse=True)
which = which.reshape(G2.shape)
radius = np.linspace(0.0, 8.0, 401)
dr = radius[1] - radius[0]
for ion in ions:
    n_radial = ion["amp"] * np.exp(-ion["expo"] * radius**2)
    bessel = np.sinc(np.outer(unit_g * np.sqrt(shells), radius) / np.pi)
    table = 4 * np.pi * dr * (bessel @ (radius**2 * n_radial))
    ion["core_charge"] = table[0]
    ion["form"] = table[which]


def phase(R):
    return np.exp(-1j * np.tensordot(R, G, 1))


def core_g(ion, R):
    return ion["form"] * phase(R) / volume


def local_g(ion, R):
    soft = np.exp(-G2 * ion["rl"]**2 / 4)
    return -ion["Z"] * coulomb * soft * phase(R) / volume


def projector(ion, R):
    w2 = ion["width"]**2
    shape = (4 * np.pi * w2)**0.75 * np.exp(-2 * kinetic * w2 / 2)
    return shape * np.exp(-1j * (R @ Gb)) / np.sqrt(volume)


def core_real(ion, R):
    """Core density and its gradient from a direct sum over periodic images."""
    x = np.arange(npts) * side / npts
    d = (x[None, :] - np.asarray(R)[:, None])[..., None]
    d = d + side * np.arange(-2, 3)
    e = np.exp(-ion["expo"] * d**2)
    g = e.sum(axis=-1)
    s = (-2 * ion["expo"] * d * e).sum(axis=-1)

    def product(a, b, c):
        return ion["amp"] * np.einsum("i,j,k->ijk", a, b, c)

    slope = np.array([product(s[0], g[1], g[2]), product(g[0], s[1], g[2]),
                      product(g[0], g[1], s[2])])
    return product(g[0], g[1], g[2]), slope


# ------------------------------------------------- exchange and correlation
def lda(n):
    exc, vxc = libxc.eval_xc("LDA,VWN", n.ravel(), spin=0, deriv=1)[:2]
    return (n * exc.reshape(n.shape)).sum() * dvol, vxc[0].reshape(n.shape)


def lsda(up, down):
    rho = (up.ravel(), down.ravel())
    exc, vxc = libxc.eval_xc("LDA,VWN", rho, spin=1, deriv=1)[:2]
    energy = ((up + down).ravel() * exc).sum() * dvol
    return energy, vxc[0].mean(axis=1).reshape(up.shape)


def pbe(n):
    """Energy, full potential, and the potential without its gradient part."""
    dn = gradient(n)
    rho = np.vstack([n.ravel()[None, :], dn.reshape(3, -1)])
    exc, vxc = libxc.eval_xc("PBE,PBE", rho, spin=0, deriv=1)[:2]
    v_local = vxc[0].reshape(n.shape)
    flux = 2 * vxc[1].reshape(n.shape) * dn
    div = sum(to_r(1j * G[a] * to_g(flux[a])) for a in range(3))
    return (n.ravel() * exc).sum() * dvol, v_local - div, v_local


# ------------------------------------------------------- self-consistent run
def solve(pos, v_start=None):
    core = to_r(sum(core_g(i, R) for i, R in zip(ions, pos)))
    v_loc = to_r(sum(local_g(i, R) for i, R in zip(ions, pos)))
    proj = [projector(i, R) for i, R in zip(ions, pos)]
    h_fixed = np.diag(kinetic).astype(complex)
    for ion, b in zip(ions, proj):
        h_fixed += ion["strength"] * np.outer(b, b.conj())
    v = np.zeros_like(G2) if v_start is None else v_start.copy()
    old_v, old_r = [], []
    for _ in range(80):
        h = h_fixed + to_g(v_loc + v)[d0, d1, d2]
        c = eigh(h, subset_by_index=[0, 0])[1][:, 0]
        full = np.zeros(G2.shape, complex)
        full[basis] = c
        psi = np.fft.ifftn(full) * npts**3 / np.sqrt(volume)
        n = 2 * np.abs(psi)**2
        e_xc, v_xc = lda(n + core)
        v_h = to_r(coulomb * to_g(n))
        res = v_h + v_xc - v
        if np.abs(res).max() < 1e-8:
            break
        # Anderson mixing of the Hartree + xc potential
        old_v, old_r = (old_v + [v.ravel()])[-6:], (old_r + [res.ravel()])[-6:]
        step = 0.6 * res.ravel()
        if len(old_v) > 1:
            dv = np.array([old_v[-1] - q for q in old_v[:-1]]).T
            dres = np.array([old_r[-1] - q for q in old_r[:-1]]).T
            mix = np.linalg.lstsq(dres, res.ravel(), rcond=None)[0]
            step = step - (dv + 0.6 * dres) @ mix
        v = v + step.reshape(v.shape)
    else:
        raise RuntimeError("self-consistency not reached")
    energy = 2 * (kinetic * np.abs(c)**2).sum() + e_xc
    energy += ((v_loc + v_h / 2) * n).sum() * dvol
    for ion, b in zip(ions, proj):
        energy += 2 * ion["strength"] * abs(np.vdot(b, c))**2
    return dict(E=energy, Exc=e_xc, n=n, vxc=v_xc, v=v, c=c, proj=proj)


def g_sum(field, spectrum, g_max=np.inf):
    """Minus the position derivative of integral field(r) f(r-R) dr."""
    keep = G2 <= g_max**2
    terms = 1j * G * np.conj(to_g(field)) * spectrum * keep
    return volume * terms.sum(axis=(1, 2, 3)).real


def difference_force(energy, R, h, fourth_order=True):
    force = np.zeros(3)
    for a in range(3):
        e = np.eye(3)[a] * h
        near = energy(R + e) - energy(R - e)
        if fourth_order:
            far = energy(R + 2 * e) - energy(R - 2 * e)
            force[a] = -(8 * near - far) / (12 * h)
        else:
            force[a] = -near / (2 * h)
    return force


def biggest(x):
    return np.abs(x).max()


base = solve(positions)
n_val, v_xc = base["n"], base["vxc"]
cores = [core_real(i, R) for i, R in zip(ions, positions)]
n_all = n_val + cores[0][0] + cores[1][0]

# form factor and phase against the direct image sum
core_error = max(biggest(to_r(core_g(i, R)) - c[0])
                 for i, R, c in zip(ions, positions, cores))
assert core_error < 1e-8

# frozen valence density: energy differences against the G sum, both ions
F_core = np.array([g_sum(v_xc, core_g(i, R)) for i, R in zip(ions, positions)])
F_frozen = np.zeros((2, 3))
for k in range(2):
    rest = n_val + cores[1 - k][0]
    F_frozen[k] = difference_force(
        lambda R: lda(rest + core_real(ions[k], R)[0])[0], positions[k], 0.02)
assert biggest(F_frozen - F_core) < 1e-7

# real-space integral, and the form after integration by parts
F_real = np.array([(v_xc * c[1]).sum(axis=(1, 2, 3)) * dvol for c in cores])
assert biggest(F_real - F_core) < 1e-7
eps = 1e-4
kernel = (lda(n_all * (1 + eps))[1] - lda(n_all * (1 - eps))[1])
kernel = kernel / (2 * eps * n_all)
grad_val = gradient(n_val)
grad_all = grad_val + cores[0][1] + cores[1][1]
F_parts = np.array([-(c[0] * kernel * grad_all).sum(axis=(1, 2, 3)) * dvol
                    for c in cores])
assert biggest(F_parts - F_core) < 1e-5  # grid error of the xc integrals

# second-order convergence of the plain central difference, ion A
steps = [0.2, 0.1, 0.05]
rest_A = n_val + cores[1][0]
step_errors = []
for h in steps:
    F_h = difference_force(lambda R: lda(rest_A + core_real(ions[0], R)[0])[0],
                           positions[0], h, fourth_order=False)
    step_errors.append(np.linalg.norm(F_h - F_core[0]))
assert 3.6 < step_errors[1] / step_errors[2] < 4.4

# truncation of the G sum, ion A
g_limits = [2.0, 4.0, 6.0, 8.0]
g_errors = [np.linalg.norm(g_sum(v_xc, core_g(ions[0], positions[0]), g)
                           - F_core[0]) for g in g_limits]
assert g_errors[-1] < 1e-6

# remaining electronic forces: local and nonlocal pseudopotential
F_loc = np.array([g_sum(n_val, local_g(i, R)) for i, R in zip(ions, positions)])
F_nl = np.zeros((2, 3))
for k, (ion, b) in enumerate(zip(ions, base["proj"])):
    overlap = np.vdot(b, base["c"])
    slope = (1j * Gb * b.conj() * base["c"]).sum(axis=1)
    F_nl[k] = -4 * ion["strength"] * (np.conj(overlap) * slope).real
F_sum = F_loc + F_nl + F_core

# relaxed valence density: differences of the self-consistent energy, ion A
h_scf = 0.01
F_relaxed, F_xc_relaxed = np.zeros(3), np.zeros(3)
for a in range(3):
    runs = []
    for sign in (1, -1):
        moved = positions.copy()
        moved[0, a] += sign * h_scf
        runs.append(solve(moved, base["v"]))
    F_relaxed[a] = -(runs[0]["E"] - runs[1]["E"]) / (2 * h_scf)
    F_xc_relaxed[a] = -(runs[0]["Exc"] - runs[1]["Exc"]) / (2 * h_scf)
scf_error = biggest(F_relaxed - F_sum[0])
assert scf_error < 1e-5  # second-order error of the central difference
omission = np.linalg.norm(F_relaxed - F_loc[0] - F_nl[0])
assert omission > 20 * scf_error
assert biggest(F_xc_relaxed - F_core[0]) > 1e-4

# translation sum rules, limited by the grid error of the xc energy
valence_pull = -(v_xc * grad_val).sum(axis=(1, 2, 3)) * dvol
assert biggest(F_core.sum(axis=0) - valence_pull) < 1e-5
assert biggest(F_sum.sum(axis=0)) < 1e-5

# gradient-corrected functional at the same frozen valence density, ion A
_, v_pbe, v_pbe_local = pbe(n_all)
spectrum_A = core_g(ions[0], positions[0])
F_pbe = g_sum(v_pbe, spectrum_A)
F_pbe_local = g_sum(v_pbe_local, spectrum_A)
F_pbe_diff = difference_force(
    lambda R: pbe(rest_A + core_real(ions[0], R)[0])[0], positions[0], 0.02)
assert biggest(F_pbe - F_pbe_diff) < 1e-6
assert biggest(F_pbe_local - F_pbe_diff) > 1e-5

# spin-polarized valence density with an unpolarized core, ion A
x_grid = np.arange(npts) * side / npts
polar = 0.6 * np.sin(unit_g * x_grid)[:, None, None]
up_rest = n_val * (1 + polar) / 2 + cores[1][0] / 2
down_rest = n_val * (1 - polar) / 2 + cores[1][0] / 2


def spin_xc(R):
    half = core_real(ions[0], R)[0] / 2
    return lsda(up_rest + half, down_rest + half)


F_spin = g_sum(spin_xc(positions[0])[1], spectrum_A)
F_spin_diff = difference_force(lambda R: spin_xc(R)[0], positions[0], 0.02)
assert biggest(F_spin - F_spin_diff) < 1e-6

# ------------------------------------------------------------------- output
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr_ang = constants.physical_constants["Bohr radius"][0] * 1e10
to_ev_ang = hartree_ev / bohr_ang


def show(text, vec, digits=6):
    print(text + ":", " ".join(f"{q:.{digits}f}" for q in vec))


print(f"cell side: {side:.1f} bohr; grid points per side: {npts}")
print(f"cutoff: {cutoff:.1f} hartree; plane waves: {kinetic.size}")
for ion, R in zip(ions, positions):
    show(f"ion {ion['name']} position (bohr)", R, 1)
    print(f"  Z = {ion['Z']:.1f}, local radius = {ion['rl']:.1f} bohr")
    print(f"  nonlocal strength = {ion['strength']:.1f} hartree,"
          f" width = {ion['width']:.1f} bohr")
    print(f"  core amplitude = {ion['amp']:.1f} bohr^-3,"
          f" exponent = {ion['expo']:.1f} bohr^-2")
    print(f"  core charge = {ion['core_charge']:.5f} electrons")
print(f"distance A-B: {np.linalg.norm(positions[1] - positions[0]):.4f} bohr")
print(f"valence electrons: {n_val.sum() * dvol:.6f}")
print(f"smallest valence density: {n_val.min():.2e} bohr^-3")
print(f"largest valence density: {n_val.max():.5f} bohr^-3")
print(f"electronic energy without ion-ion: {base['E']:.6f} hartree")
print(f"xc energy, valence + core: {base['Exc']:.6f} hartree")
print("Forces in hartree/bohr, components x y z")
show("core force A, G sum", F_core[0], 8)
show("core force A, real-space integral", F_real[0], 8)
show("core force A, by parts", F_parts[0], 8)
show("core force A, frozen differences", F_frozen[0], 8)
show("core force B, G sum", F_core[1], 8)
show("core force B, frozen differences", F_frozen[1], 8)
for h, err in zip(steps, step_errors):
    print(f"central difference, step {h:.2f} bohr: error {err:.3e}")
for g, err in zip(g_limits, g_errors):
    print(f"G sum up to {g:.0f} bohr^-1: error {err:.2e}")
show("local force A", F_loc[0])
show("nonlocal force A", F_nl[0])
show("local + nonlocal + core, A", F_sum[0])
show("relaxed energy differences, A", F_relaxed)
print(f"largest deviation of these two: {scf_error:.1e}")
print(f"error if core force is omitted, A (norm): {omission:.6f}")
show("relaxed differences of E_xc alone, A", F_xc_relaxed)
show("sum of core forces A + B", F_core.sum(axis=0))
show("minus integral v_xc grad n_val", valence_pull)
print(f"largest component of total A + B: {biggest(F_sum.sum(axis=0)):.1e}")
show("PBE core force A, full v_xc", F_pbe)
show("PBE core force A, differences", F_pbe_diff)
show("PBE core force A, gradient part left out", F_pbe_local)
show("spin-polarized core force A, mean v_xc", F_spin)
show("spin-polarized core force A, differences", F_spin_diff)
norm_A = np.linalg.norm(F_core[0])
print(f"size of core force A: {norm_A:.6f} hartree/bohr"
      f" = {norm_A * to_ev_ang:.4f} eV/angstrom")
print("OK")
```

Running it gives:

```
cell side: 10.0 bohr; grid points per side: 33
cutoff: 3.0 hartree; plane waves: 251
ion A position (bohr): 3.0 4.0 5.0
  Z = 1.0, local radius = 1.2 bohr
  nonlocal strength = 0.4 hartree, width = 1.0 bohr
  core amplitude = 0.3 bohr^-3, exponent = 1.0 bohr^-2
  core charge = 1.67050 electrons
ion B position (bohr): 6.0 6.0 6.0
  Z = 1.0, local radius = 1.5 bohr
  nonlocal strength = 0.2 hartree, width = 1.0 bohr
  core amplitude = 0.1 bohr^-3, exponent = 0.8 bohr^-2
  core charge = 0.77820 electrons
distance A-B: 3.7417 bohr
valence electrons: 2.000000
smallest valence density: 3.47e-04 bohr^-3
largest valence density: 0.01446 bohr^-3
electronic energy without ion-ion: -1.140857 hartree
xc energy, valence + core: -1.205202 hartree
Forces in hartree/bohr, components x y z
core force A, G sum: 0.01504846 0.01128964 0.00592559
core force A, real-space integral: 0.01504846 0.01128964 0.00592559
core force A, by parts: 0.01504846 0.01128964 0.00592559
core force A, frozen differences: 0.01504846 0.01128964 0.00592559
core force B, G sum: -0.00883349 -0.00662695 -0.00348299
core force B, frozen differences: -0.00883349 -0.00662695 -0.00348299
central difference, step 0.20 bohr: error 7.141e-05
central difference, step 0.10 bohr: error 1.788e-05
central difference, step 0.05 bohr: error 4.473e-06
G sum up to 2 bohr^-1: error 2.72e-03
G sum up to 4 bohr^-1: error 4.29e-05
G sum up to 6 bohr^-1: error 3.27e-07
G sum up to 8 bohr^-1: error 9.23e-11
local force A: 0.034966 0.027357 0.014656
nonlocal force A: -0.031038 -0.023855 -0.012642
local + nonlocal + core, A: 0.018976 0.014791 0.007939
relaxed energy differences, A: 0.018976 0.014791 0.007939
largest deviation of these two: 8.4e-08
error if core force is omitted, A (norm): 0.019724
relaxed differences of E_xc alone, A: 0.023166 0.016791 0.008642
sum of core forces A + B: 0.006215 0.004663 0.002443
minus integral v_xc grad n_val: 0.006215 0.004663 0.002443
largest component of total A + B: 3.4e-11
PBE core force A, full v_xc: 0.013472 0.010191 0.005368
PBE core force A, differences: 0.013472 0.010191 0.005368
PBE core force A, gradient part left out: 0.017697 0.012892 0.006676
spin-polarized core force A, mean v_xc: 0.015067 0.011132 0.005843
spin-polarized core force A, differences: 0.015067 0.011132 0.005843
size of core force A: 0.019724 hartree/bohr = 1.0142 eV/angstrom
OK
```
